# The Becke-Johnson exchange correction: uniform-gas limit and hydrogen constant: test program

```python
"""Becke-Johnson correction to the Slater exchange potential, per spin:
    dv = K * (1/pi) * sqrt(5/12) * sqrt(2 m tau / (hbar^2 rho)),  K = e^2/(4 pi eps0)
rho: spin density; tau = (hbar^2/2m) sum |grad psi|^2: kinetic-energy density.
Claims under test: Slater potential + dv is the exchange potential of the uniform
gas; dv is constant in the hydrogen ground state; it is not constant in helium.
Gas quantities are in eV and nm. Atoms are solved in units of the Bohr radius
and the hartree, and converted to eV for printing.
"""
import math
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy import constants as const, integrate, linalg

K = const.e / (4 * math.pi * const.epsilon_0) * 1e9             # eV nm
HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18            # hbar^2/2m, eV nm^2
A0 = const.physical_constants["Bohr radius"][0] * 1e9            # nm
HARTREE = const.physical_constants["Hartree energy in eV"][0]    # eV
PREFACTOR = math.sqrt(5 / 12) / math.pi
assert abs(K / A0 / HARTREE - 1) < 1e-7


def bj_correction(tau_over_rho):
    """Correction in eV from the kinetic energy per electron tau/rho in eV."""
    return K * PREFACTOR * np.sqrt(tau_over_rho / HB)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


# ---------- uniform gas, from the occupied plane waves ----------
def fermi_wavenumber(density):
    return (6 * math.pi**2 * density) ** (1 / 3)


# Density matrix divided by density, as an average of plane waves over the
# Fermi sphere; x is distance times Fermi wavenumber.
panels = [gauss(a, a + 2, 12) for a in range(0, 200, 2)]
x_gas = np.concatenate([p[0] for p in panels])
w_gas = np.concatenate([p[1] for p in panels])
t_k, w_k = gauss(0, 1, 200)
density_matrix = 3 * np.sinc(np.outer(x_gas, t_k) / math.pi) @ (w_k * t_k**2)
hole_integral = np.sum(w_gas * x_gas * density_matrix**2)


def slater_gas(density):
    kf = fermi_wavenumber(density)
    return -K * density * 4 * math.pi / kf**2 * hole_integral


n_spin = 10.0                                                    # nm^-3
kf = fermi_wavenumber(n_spin)
vs_gas = slater_gas(n_spin)
step = 1e-3 * n_spin
vx_gas = ((n_spin + step) * slater_gas(n_spin + step)
          - (n_spin - step) * slater_gas(n_spin - step)) / (4 * step)
fock_integral = integrate.quad(lambda q: q * math.log((1 + q) / (1 - q)), 0, 1)[0]
vx_fock = -K * kf / math.pi * fock_integral
# The hole integral is cut at x = 200, which costs about 3e-5 in relative terms.
assert abs(vs_gas / (-3 * K * kf / (2 * math.pi)) - 1) < 1e-4
assert abs(vx_gas / vx_fock - 1) < 1e-4
assert abs(vx_fock / (-K * kf / math.pi) - 1) < 1e-7

# Kinetic energy per electron from a finite periodic box of plane waves.
radius = 40
i = np.arange(-radius, radius + 1)
n2 = i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2
occupied = n2[n2 <= radius**2]
box = 2 * math.pi * radius / kf                                  # nm
density_box = occupied.size / box**3
tau_rho_box = HB * (2 * math.pi / box)**2 * occupied.mean()
tau_rho_gas = 0.6 * HB * kf**2
# Finite-box shell effects are of relative size 1e-3 or below.
assert abs(density_box / n_spin - 1) < 3e-3
assert abs(tau_rho_box / tau_rho_gas - 1) < 3e-3
assert abs(bj_correction(tau_rho_box) / (vx_gas - vs_gas) - 1) < 3e-3
dv_gas = float(bj_correction(tau_rho_gas))
assert abs(dv_gas / (vx_fock - vs_gas) - 1) < 3e-4

# ---------- exponents of rho^a * (2 m tau/hbar^2)^b, symbolically ----------
r_s, kap, x_s = sp.symbols("r kappa x", positive=True)
a_s, b_s = sp.symbols("a b", real=True)
psi = sp.sqrt(kap**3 / sp.pi) * sp.exp(-kap * r_s)
log_form = a_s * sp.log(psi**2) + b_s * sp.log(sp.diff(psi, r_s)**2)
flatness = sp.simplify(sp.diff(log_form, r_s))
scaled = log_form.subs(r_s, x_s / kap)
scaling = sp.simplify(kap * sp.diff(scaled, kap))
exponents = sp.solve([flatness, scaling - 1], [a_s, b_s], dict=True)[0]
assert exponents[a_s] == -sp.Rational(1, 2)
assert exponents[b_s] == sp.Rational(1, 2)
# A pure exponential solves the Schroedinger equation only with a Coulomb potential.
laplacian = sp.diff(r_s**2 * sp.diff(psi, r_s), r_s) / r_s**2
assert sp.simplify(laplacian / psi - kap**2 + 2 * kap / r_s) == 0

# ---------- atoms: radial basis r^(j-1) exp(-beta r), Bohr/hartree units ----------
POWERS = np.arange(1, 11)
R_MAX = 40.0
T_IN, W_IN = gauss(0, 1, 80)


def orbital_potential(poly, beta, r):
    """Electrostatic potential energy of one electron in the orbital poly*exp(-beta r)."""
    def shell(s):
        return (s * poly(s) * np.exp(-beta * s))**2
    r = np.asarray(r, dtype=float)
    inside = r[:, None] * T_IN
    outside = r[:, None] + (R_MAX - r[:, None]) * T_IN
    return shell(inside) @ W_IN + (shell(outside) / outside) @ W_IN * (R_MAX - r)


def solve_atom(charge, beta, two_electrons):
    r, w = gauss(0, R_MAX, 200)
    norm = np.array([math.sqrt((2 * beta)**(2 * j + 1) / math.factorial(2 * j))
                     for j in range(1, 11)])
    basis = norm * r[:, None]**POWERS * np.exp(-beta * r[:, None])
    slope = (POWERS / r[:, None] - beta) * basis
    overlap = basis.T @ (w[:, None] * basis)
    kinetic = slope.T @ (w[:, None] * slope) / 2
    core = kinetic - charge * basis.T @ ((w / r)[:, None] * basis)
    v = np.zeros_like(r)
    for _ in range(60 if two_electrons else 1):
        repulsion = basis.T @ ((w * v)[:, None] * basis)
        levels, vectors = linalg.eigh(core + repulsion, overlap)
        c = vectors[:, 0]
        poly = Polynomial(norm * c)
        if two_electrons:
            v = orbital_potential(poly, beta, r)
    total = 2 * c @ core @ c + c @ repulsion @ c
    return poly, levels[0], total, 2 * c @ kinetic @ c


def decay_rate(poly, beta, r):
    """-(d phi/dr)/phi in inverse Bohr radii."""
    return beta - poly.deriv()(r) / poly(r)


# Hydrogen: self-repulsion and Slater potential cancel, leaving the bare nucleus.
beta_h = 1.3
poly_h, eps_h, _, _ = solve_atom(1, beta_h, False)
r_h = np.array([0.0, 0.5, 1.0, 2.0, 4.0])
dv_h = bj_correction(HB * (decay_rate(poly_h, beta_h, r_h) / A0)**2)
dv_h_formula = K * PREFACTOR / A0
assert abs(eps_h + 0.5) < 1e-6
assert np.max(np.abs(dv_h / dv_h_formula - 1)) < 1e-3
r_pos = r_h[1:]
vs_h = -orbital_potential(poly_h, beta_h, r_pos)
vs_h_formula = -(1 - (1 + r_pos) * np.exp(-2 * r_pos)) / r_pos
assert np.max(np.abs(vs_h - vs_h_formula)) < 1e-5
# A correction built from the density alone, with the same uniform-gas limit.
rho_h = (poly_h(r_h) * np.exp(-beta_h * r_h))**2 / (4 * math.pi) / A0**3
density_only = K * fermi_wavenumber(1.0) * rho_h**(1 / 3) / (2 * math.pi)
assert density_only[0] > 2 * density_only[3]

# Helium, restricted Hartree-Fock.
beta_he = 2.0
poly_he, eps_he, total_he, kin_he = solve_atom(2, beta_he, True)
r_he = np.array([0.0, 0.5, 1.0, 2.0, 4.0])
rate_he = decay_rate(poly_he, beta_he, r_he)
vh_he = orbital_potential(poly_he, beta_he, r_he)
dv_he = bj_correction(HB * (rate_he / A0)**2)
kappa_he = math.sqrt(-2 * eps_he)
dv_he_far = float(bj_correction(HB * (kappa_he / A0)**2))
assert abs(total_he + kin_he) < 1e-4                             # virial theorem
assert abs(rate_he[0] - 2) < 0.02                               # nuclear cusp
# Leading large-r form: r^(1/kappa - 1) exp(-kappa r); next term is about 0.005.
assert abs(rate_he[4] - kappa_he - (1 - 1 / kappa_he) / r_he[4]) < 0.02
# The orbital must satisfy its equation point by point, not only on average.
p = poly_he
for rr, vh in zip(r_he[1:4], vh_he[1:4]):
    second = p.deriv(2)(rr) / p(rr) - 2 * beta_he * p.deriv()(rr) / p(rr) + beta_he**2
    local = -second / 2 + decay_rate(p, beta_he, rr) / rr - 2 / rr + vh
    assert abs(local - eps_he) < 5e-3
assert dv_he[0] - dv_he[4] > 0.2 * dv_he[4]

# ---------- printed numbers ----------
print(f"K = e^2/(4 pi eps0): {K:.6f} eV nm")
print(f"hbar^2/(2m): {HB:.7f} eV nm^2")
print(f"Bohr radius a0: {A0:.7f} nm")
print(f"prefactor (1/pi) sqrt(5/12): {PREFACTOR:.6f} (no unit)")
print(f"exponents from scaling and hydrogen: a = {exponents[a_s]}, b = {exponents[b_s]}")
print("UNIFORM GAS")
print(f"spin density: {n_spin:.1f} nm^-3")
print(f"Fermi wavenumber: {kf:.4f} nm^-1")
print(f"tau/rho, formula: {tau_rho_gas:.4f} eV")
print(f"tau/rho, finite plane-wave box: {tau_rho_box:.4f} eV")
print(f"plane waves in that box: {occupied.size}")
print(f"Slater potential, hole integral: {vs_gas:.4f} eV")
print(f"exchange potential, density derivative: {vx_gas:.4f} eV")
print(f"exchange potential, Fock value at kF: {vx_fock:.4f} eV")
print(f"difference v_x - v_S: {vx_gas - vs_gas:.4f} eV")
print(f"Becke-Johnson correction: {dv_gas:.4f} eV")
print("HYDROGEN")
print(f"tau/rho at every r: {HB / A0**2:.4f} eV")
print(f"constant correction: {dv_h_formula:.4f} eV = {dv_h_formula / HARTREE:.6f} hartree")
print(f"1s eigenvalue without correction: {eps_h * HARTREE:.4f} eV")
print(f"1s eigenvalue with correction: {eps_h * HARTREE + dv_h_formula:.4f} eV")
for rr, d, lda in zip(r_h, dv_h, density_only):
    print(f"r/a0 = {rr:.1f}: correction {d:.3f} eV, density-only form {lda:.3f} eV")
print("HELIUM, restricted Hartree-Fock")
print(f"total energy: {total_he * HARTREE:.3f} eV")
print(f"orbital energy: {eps_he * HARTREE:.3f} eV")
print(f"limiting decay rate times a0: {kappa_he:.4f} (no unit)")
print(f"correction in the limit of large r: {dv_he_far:.3f} eV")
for rr, g, vh, d in zip(r_he, rate_he, vh_he, dv_he):
    print(f"r/a0 = {rr:.1f}: decay rate*a0 {g:.3f}, v_S {-vh * HARTREE:.3f} eV, "
          f"correction {d:.3f} eV")
print(f"helium correction, r = 0 minus large-r limit: {dv_he[0] - dv_he_far:.3f} eV")
print("finished without a failed check")
```

It prints:

```
K = e^2/(4 pi eps0): 1.439965 eV nm
hbar^2/(2m): 0.0380998 eV nm^2
Bohr radius a0: 0.0529177 nm
prefactor (1/pi) sqrt(5/12): 0.205468 (no unit)
exponents from scaling and hydrogen: a = -1/2, b = 1/2
UNIFORM GAS
spin density: 10.0 nm^-3
Fermi wavenumber: 8.3975 nm^-1
tau/rho, formula: 1.6120 eV
tau/rho, finite plane-wave box: 1.6107 eV
plane waves in that box: 267761
Slater potential, hole integral: -5.7734 eV
exchange potential, density derivative: -3.8489 eV
exchange potential, Fock value at kF: -3.8490 eV
difference v_x - v_S: 1.9245 eV
Becke-Johnson correction: 1.9245 eV
HYDROGEN
tau/rho at every r: 13.6057 eV
constant correction: 5.5911 eV = 0.205468 hartree
1s eigenvalue without correction: -13.6057 eV
1s eigenvalue with correction: -8.0146 eV
r/a0 = 0.0: correction 5.591 eV, density-only form 11.526 eV
r/a0 = 0.5: correction 5.591 eV, density-only form 8.259 eV
r/a0 = 1.0: correction 5.591 eV, density-only form 5.918 eV
r/a0 = 2.0: correction 5.591 eV, density-only form 3.038 eV
r/a0 = 4.0: correction 5.591 eV, density-only form 0.801 eV
HELIUM, restricted Hartree-Fock
total energy: -77.870 eV
orbital energy: -24.979 eV
limiting decay rate times a0: 1.3550 (no unit)
correction in the limit of large r: 7.576 eV
r/a0 = 0.0: decay rate*a0 2.004, v_S -45.913 eV, correction 11.206 eV
r/a0 = 0.5: decay rate*a0 1.783, v_S -35.268 eV, correction 9.967 eV
r/a0 = 1.0: decay rate*a0 1.634, v_S -24.324 eV, correction 9.137 eV
r/a0 = 2.0: decay rate*a0 1.500, v_S -13.489 eV, correction 8.389 eV
r/a0 = 4.0: decay rate*a0 1.424, v_S -6.803 eV, correction 7.960 eV
helium correction, r = 0 minus large-r limit: 3.630 eV
finished without a failed check
```
